# Temperature Coefficient of the Long-Channel MOS Threshold Voltage

When a threshold voltage known at 300 K is carried to another temperature, one must decide which terms to re-evaluate. The flat-band voltage looks like a property of the gate, and it is tempting to hold it fixed. For the n+ gate transistor worked out below, that choice gives a slope of $-1.88$ mV/K, whereas the full slope is $-1.03$ mV/K. The difference arises mostly because the flat-band voltage contains the Fermi level of the body. The theorem separates that body term from the true gate term.

## Setting and conventions

The transistor is n-channel with a uniform p-type body, and its source is tied to the body. The channel is long enough for the electrostatics to depend only on the depth $x$ below the oxide. Carriers obey Boltzmann statistics. Until the section on freeze-out, all acceptors, of density $N_A$, are ionized.

Band energies and work functions are divided by the elementary charge $q$ and quoted in volts, so $E_g$ is numerically the bandgap in eV. A prime on a quantity means its derivative with respect to temperature $T$. Further definitions are:

- $V_t=kT/q$, with $k$ the Boltzmann constant.
- $n_i$ is the intrinsic density, and $\phi_F=V_t\ln(N_A/n_i)$ is the bulk potential.
- $N_c,N_v\propto T^{3/2}$ are the effective densities of states, with temperature-independent masses.
- $\Lambda=\ln(\sqrt{N_cN_v}/N_A)$, evaluated at the temperature concerned.
- $C_{ox}$ is the oxide capacitance per area and $\varepsilon_s$ the body permittivity.
- $W_d=\sqrt{4\varepsilon_s\phi_F/(qN_A)}$, $C_d=\varepsilon_s/W_d$ and $m=1+C_d/C_{ox}$.
- $G=W_M-W_i$ is the gate work function minus that of the intrinsic semiconductor.

Doping, permittivities, oxide thickness and the fixed interface charge $Q_f$ do not vary with temperature. Interface traps, gate depletion and quantum confinement are left out. Threshold is the gate voltage at which the surface electron density equals $N_A$.

## Theorem

Under these assumptions, and up to minority-carrier corrections identified in Lemma 2,

$$V_T=G-\frac{Q_f}{C_{ox}}+\phi_F+\frac{\sqrt{4\varepsilon_s qN_A\phi_F}}{C_{ox}},\qquad(1)$$

$$V_T'=G'+(2m-1)\,\phi_F',\qquad \phi_F'=\frac{E_g'}{2}-\frac{k}{q}\left(\Lambda+\frac32\right).\qquad(2)$$

If the gate is made of the same semiconductor, with its Fermi level held at the conduction edge (n+) or at the valence edge (p+), then

$$G'=\mp\frac{E_g'}{2}-\frac{k}{2q}\ln\frac{N_c}{N_v},\qquad(3)$$

with the upper sign for n+. The total coefficient of $E_g'$ in $V_T'$ is $m-1$ for n+ and $m$ for p+.

## Lemma 1: the body Fermi level cancels

Let $\psi_s$ be the potential at the surface relative to the neutral body, and let $\Phi_{MS}=W_M-W_S$ be the work-function difference between gate and body. At threshold, $\Phi_{MS}+\psi_s=G+\phi_F$.

**Proof.** Let $p_0$ and $n_0$ be the neutral-body densities, with $p_0n_0=n_i^2$. Define $\phi_b=V_t\ln(p_0/n_i)$. The body Fermi level lies $\phi_b$ below the intrinsic level, so removing an electron from it costs $\phi_b$ more than in intrinsic material. Thus $W_S=W_i+\phi_b$ and

$$\Phi_{MS}=W_M-W_i-\phi_b=G-\phi_b.$$

The surface electron density is $n_s=n_0e^{\psi_s/V_t}=n_ie^{(\psi_s-\phi_b)/V_t}$. Setting $n_s=N_A$ gives $\psi_s=\phi_b+V_t\ln(N_A/n_i)=\phi_b+\phi_F$. In the sum, $\phi_b$ cancels. $\square$

## Lemma 2: total charge at threshold

The semiconductor charge per area at threshold has magnitude $|Q_s|=\sqrt{4\varepsilon_sqN_A\phi_F}$. With $\delta=n_0/N_A$, the relative error is of order $\delta^2V_t/\phi_F$.

**Proof.** Poisson's equation for the potential $\psi(x)$ is

$$\frac{d^2\psi}{dx^2}=\frac{q}{\varepsilon_s}\left(N_A+n_0e^{\psi/V_t}-p_0e^{-\psi/V_t}\right).$$

Multiply by $d\psi/dx$ and integrate from the neutral body, where $\psi$ and the field vanish, to the surface. With $F_s$ the surface field,

$$\frac{F_s^2}{2}=\frac{q}{\varepsilon_s}\left[N_A\psi_s+V_tn_0(e^{\psi_s/V_t}-1)-V_tp_0(1-e^{-\psi_s/V_t})\right].$$

Neutrality gives $p_0=N_A(1+\delta)$, and the threshold condition gives $e^{\psi_s/V_t}=N_A/n_0=1/\delta$. The electron term becomes $V_tN_A(1-\delta)$. The hole term becomes $-V_tN_A(1+\delta)(1-\delta)=-V_tN_A(1-\delta^2)$. Their sum is $V_tN_A(\delta^2-\delta)$.

The surface potential is

$$\psi_s=V_t\ln\frac{N_A}{n_0}=V_t\ln\frac{N_Ap_0}{n_i^2}=2\phi_F+V_t\ln(1+\delta).$$

The bracket is therefore

$$N_A\left\{2\phi_F+V_t[\ln(1+\delta)-\delta+\delta^2]\right\}=N_A\left\{2\phi_F+V_t\left[\tfrac12\delta^2+O(\delta^3)\right]\right\}.$$

The terms linear in $\delta$ cancel. Dropping the rest gives $F_s^2=4qN_A\phi_F/\varepsilon_s$, and Gauss's law gives $|Q_s|=\varepsilon_sF_s$. $\square$

This charge includes the inversion electrons and the hole tail at the depletion edge. To leading order their contributions to the first integral cancel, so no abrupt depletion edge has been assumed. Choosing $n_s=p_0$ as the criterion instead would change the required density by the relative amount $\delta$.

## Lemma 3: temperature slope of the bulk potential

The slope $\phi_F'$ is the one given in (2).

**Proof.** The intrinsic density is $n_i=\sqrt{N_cN_v}\,e^{-E_g/(2V_t)}$. The prefactor varies as $T^{3/2}$, and $V_t'=V_t/T$. Hence

$$\frac{d\ln n_i}{dT}=\frac{3}{2T}+\frac{E_g}{2V_tT}-\frac{E_g'}{2V_t}.$$

Differentiating $\phi_F=V_t\ln(N_A/n_i)$ at fixed $N_A$ gives

$$\phi_F'=\frac{\phi_F}{T}-V_t\frac{d\ln n_i}{dT}
=\frac{\phi_F-E_g/2}{T}-\frac{3k}{2q}+\frac{E_g'}{2}.$$

Inserting $n_i$ into the definition of $\phi_F$ gives $\phi_F=E_g/2-V_t\Lambda$. The first fraction is therefore $-(k/q)\Lambda$, which proves the result. $\square$

The term $E_g/(2T)$ from the intrinsic density is partly offset by $\phi_F/T$, the more so the heavier the doping. What remains is a logarithm of band density over doping. If $E_g'\le0$ and $\Lambda>-3/2$, warming lowers $\phi_F$.

## Proof of the theorem

**Threshold voltage.** Take the body Fermi level as the zero of electron energy. The local vacuum level is $W_S$ in the neutral body, $W_S-\psi_s$ at the surface, and $W_S-\psi_s-V_{ox}$ at the gate, where $V_{ox}$ is the oxide voltage. The gate Fermi level is at $-V_G$, so the vacuum level there is also $W_M-V_G$. Equating the two expressions gives

$$V_G=\Phi_{MS}+\psi_s+V_{ox}.$$

The body charge is $-|Q_s|$ and the interface charge is $Q_f$. The gate carries the opposite of their sum, $|Q_s|-Q_f$, so $V_{ox}=(|Q_s|-Q_f)/C_{ox}$. Lemmas 1 and 2 then give (1).

**Its slope.** The term $Q_f/C_{ox}$ is constant. Write the charge term as $B=\sqrt{4\varepsilon_sqN_A\phi_F}/C_{ox}$. Since $B\propto\sqrt{\phi_F}$,

$$B'=\frac{B}{2\phi_F}\phi_F'=\frac{1}{C_{ox}}\sqrt{\frac{\varepsilon_sqN_A}{\phi_F}}\,\phi_F'.$$

From the definition of $W_d$, $C_d=\sqrt{\varepsilon_sqN_A/(4\phi_F)}$. The square root above is thus $2C_d$, and $B'=2(m-1)\phi_F'$. Adding $\phi_F'$ from the explicit bulk term gives the factor $2m-1$ in (2).

**Gate term.** Let $E_c$, $E_v$ and $E_i$ be the conduction edge, valence edge and intrinsic level. Since $n_i=N_ce^{-(E_c-E_i)/V_t}$,

$$E_c-E_i=V_t\ln\frac{N_c}{n_i}=\frac{E_g}{2}+\frac{V_t}{2}\ln\frac{N_c}{N_v}.$$

For an n+ gate the electron affinity cancels between gate and body, leaving $G=-(E_c-E_i)$. For a p+ gate, $G=E_i-E_v=E_g-(E_c-E_i)$. The ratio $N_c/N_v$ is constant, so differentiation gives (3). The coefficient of $E_g'$ is $\mp\frac12+\frac12(2m-1)$, which is $m-1$ or $m$. $\square$

## Remark 1: two ways to divide the slope

The conventional division has a flat-band part $\Phi_{MS}'=G'-\phi_F'$, a surface-potential part $2\phi_F'$ and a charge part $2(m-1)\phi_F'$. Here $\phi_b$ has been replaced by $\phi_F$, which is accurate to order $V_t\delta$. The division in (2) moves $-\phi_F'$ out of the flat-band part, so that $G'$ alone describes the gate. Both give the same total.

Holding the gate Fermi level at the band edge at every temperature is an idealization. In an n+ gate of fixed donor density $N_D$, the level lies $V_t\eta_g$ above the conduction edge, where $N_cF_{1/2}(\eta_g)=N_D$ and $F_{1/2}$ is the normalized Fermi integral. Then $G$ gains $-V_t\eta_g$, and $G'$ gains $-(k/q)(\eta_g+T\eta_g')$. For the worked example below, with ionized donors and parabolic bands, $G'$ is 0.28, 0.18 and 0.15 mV/K at $N_D=2.2\times10^{19}$, $10^{20}$ and $3\times10^{20}$ cm$^{-3}$, against 0.118 mV/K from (3). The total slope is then $-0.87$, $-0.96$ and $-1.00$ mV/K instead of $-1.03$. At the lowest of these dopings the Fermi level lies at the conduction edge at 300 K, but it does not stay there as the temperature changes.

For a metal gate, (1) and (2) still hold, but $G'$ must be supplied. It is the slope of the metal's effective work function relative to the intrinsic level. A constant $W_M$ measured from vacuum does not imply $G'=0$, because $W_i$ may itself vary.

## Remark 2: the strong-gate limit

When $C_{ox}\gg C_d$, $m\to1$ and the charge term vanishes. For an n+ gate with $Q_f=0$,

$$V_T\to G+\phi_F=-V_t\ln\frac{N_c}{n_i}+V_t\ln\frac{N_A}{n_i}=-V_t\ln\frac{N_c}{N_A}.$$

The bandgap has disappeared. The gate Fermi level follows the conduction edge, and the threshold condition fixes the distance of the surface conduction edge from the body Fermi level. The limiting slope is $-(k/q)[\ln(N_c/N_A)+3/2]$. A p+ gate is referred to the other band edge and retains the full $E_g'$.

## Worked example

The parameters are round values for a model semiconductor. The gap is $E_g=E_0-\alpha T^2/(T+\beta)$ with $E_0=1.20$ eV, $\alpha=5\times10^{-4}$ eV/K and $\beta=600$ K. The density-of-states masses are 1.1 and 0.8 electron masses for the conduction and valence bands. The relative permittivities are 12 for the body and 4 for the oxide. The doping is $10^{17}$ cm$^{-3}$, the oxide is 10 nm thick, $Q_f=0$ and $T=300$ K.

**Bulk potential.** These values give $E_g=1.150$ eV, $E_g'=-0.2778$ meV/K, $\Lambda=5.429$ and $\phi_F=0.4346$ V. In mV/K,

$$\phi_F'=-0.1389-0.08617\,(5.429+1.5)=-0.736.$$

The uncombined terms show the cancellation: $1.449-1.917-0.129-0.139=-0.736$ mV/K.

**Charge factor.** With $W_d=107.4$ nm, $C_d=0.0990$ and $C_{ox}=0.3542$ µF/cm$^2$, so $m=1.279$. The whole bulk part is $1.559\times(-0.736)=-1.147$ mV/K.

**Gate term.** For the n+ gate, $G'=+0.118$ mV/K, so

$$V_T'=0.118-1.147=-1.029\ \text{mV/K}.$$

For the p+ gate, $G'=-0.1595$ mV/K and $V_T'=-1.307$ mV/K. The thresholds are 0.339 V and 1.489 V, which differ by the gap, 1.150 V.

In the conventional division the n+ slope is $0.854-1.472-0.411=-1.029$ mV/K. Of the flat-band slope of 0.854 mV/K, the gate supplies 0.118 and the body 0.736. Omitting the flat-band slope gives the $-1.88$ mV/K quoted at the start.

Formula (2) was tested against finite differences of a gate voltage obtained from numerical neutrality and space-charge integration. The tests covered 200, 300 and 400 K, dopings of $10^{16}$, $10^{17}$ and $10^{18}$ cm$^{-3}$, oxides of 2 and 10 nm, and both gates. The largest slope deviation was $1.1\times10^{-10}$ V/K. A separate spatial integration of Poisson's equation confirmed the surface field of 0.1619 MV/cm. These comparisons check the derivation within its assumptions, not the assumptions themselves. The omitted effects are larger than the digits shown. A rough triangular-well estimate of quantum confinement, with silicon valley masses 0.916 and 0.19, raises $V_T$ by about 10 mV at $10^{16}$ cm$^{-3}$, 30–40 mV at $10^{17}$ and 90–150 mV at $10^{18}$. It makes the slope more negative by about 0.03, 0.06 and 0.08–0.10 mV/K. Temperature-dependent masses also matter: taking, for illustration, $N_c\propto T^{1.58}$ and $N_v\propto T^{1.85}$ changes the n+ slope of this example from $-1.029$ to $-1.046$ mV/K. The values are collected in the numerical output.

## Remark 3: how far a constant slope may be carried

To find the curvature for an n+ gate, use $\Lambda'=3/(2T)$. Since $m-1\propto\phi_F^{-1/2}$, also $m'=-(m-1)\phi_F'/(2\phi_F)$. Differentiating (2) gives

$$V_T''=(m-1)E_g''-(2m-1)\frac{3k}{2qT}-(m-1)\frac{(\phi_F')^2}{\phi_F}.$$

If $E_g''\le0$, no term is positive, and the slope becomes more negative on warming. For the chosen gap law, $E_g''=-2\alpha\beta^2/(T+\beta)^3<0$. The computed slopes, with full ionization, are $-0.905$, $-1.029$ and $-1.144$ mV/K at 200, 300 and 400 K. With the acceptor level of the freeze-out section below, only about two thirds of the acceptors are ionized at 200 K and the slope there is $-0.884$ mV/K.

A straight line from 300 K predicts 0.442 V at 200 K and 0.236 V at 400 K. Formula (1) gives 0.436 V and 0.231 V. The line is about 6 mV too high at both ends.

## Remark 4: doping and oxide thickness

At fixed doping, $m-1$ is proportional to oxide thickness, while $\phi_F'$ and $G'$ do not depend on it. A thicker oxide therefore makes the slope more negative whenever $\phi_F'<0$.

Doping has two opposing effects. A tenfold increase in $N_A$ reduces $\Lambda$ by $\ln10$ and raises $\phi_F'$ by 0.198 mV/K, towards zero. It also increases $C_d$. With an n+ gate and a 2 nm oxide, the first effect prevails over the listed range: the slope goes from $-0.852$ to $-0.700$ to $-0.597$ mV/K as $N_A$ rises from $10^{16}$ through $10^{17}$ to $10^{18}$ cm$^{-3}$. With a 10 nm oxide the values are $-0.994$, $-1.029$ and $-1.310$ mV/K, so the larger charge factor prevails over each tenfold step taken as a whole. It does not prevail at every doping within the first step: just above $10^{16}$ cm$^{-3}$ the slope at first becomes slightly less negative, before the charge factor takes over. All these values assume full ionization. With the acceptor level used in the freeze-out section below, only about half of the acceptors would be ionized at $10^{18}$ cm$^{-3}$ and 300 K, and the slopes there would be less negative: $-0.588$ mV/K for the 2 nm oxide and $-1.261$ mV/K for the 10 nm oxide.

## Proposition: acceptor freeze-out on cooling

Let a fraction $f$ of the acceptors be ionized in the neutral body, and keep the criterion $n_s=N_A$. Neglecting $n_0$ and un-ionized acceptors at the surface, (1) remains valid if its charge is replaced by

$$|Q_s|=\sqrt{2\varepsilon_sqN_A\left[2\phi_F+V_t(2\ln f+1-f)\right]},\qquad(4)$$

where $\phi_F$ still means $V_t\ln(N_A/n_i)$.

**Proof.** Lemma 1 did not use full ionization, so $\Phi_{MS}+\psi_s=G+\phi_F$ still holds. Now $p_0=fN_A$, hence $\phi_b=\phi_F+V_t\ln f$ and $\psi_s=2\phi_F+V_t\ln f$.

Band bending lowers the acceptor level by $\psi$ relative to the Fermi level. The ionized density is $N_A/(1+ae^{-\psi/V_t})$, and its value at $\psi=0$ fixes $a=(1-f)/f$. Its integral is

$$\int_0^{\psi_s}\frac{N_A\,d\psi}{1+ae^{-\psi/V_t}}=N_AV_t\ln\frac{e^{\psi_s/V_t}+a}{1+a}\simeq N_A(\psi_s+V_t\ln f),$$

because $1+a=1/f$ and $ae^{-\psi_s/V_t}\ll1$. The electrons add $N_AV_t$ and the holes subtract $fN_AV_t$. The sum is $N_A[2\phi_F+V_t(2\ln f+1-f)]$. The first integral and Gauss's law then give (4). $\square$

The function $h(f)=2\ln f+1-f$ vanishes at $f=1$ and has derivative $2/f-1>0$ for $0<f<1$. It is therefore negative under partial ionization, and freeze-out lowers $V_T$. Since $B/(4\phi_F)=m-1$, expanding the square root gives the first-order shift $\Delta V_T\simeq(m-1)V_th(f)$.

For an acceptor level 0.05 eV above the valence edge with degeneracy 4, $f=0.881$ at 300 K. The estimate is $0.2794\times25.85\times(-0.1350)=-0.975$ mV, close to the numerical shift of $-0.976$ mV. At 100 K, $f=0.149$, yet the shift is only $-6.3$ mV, because the larger movement of the body Fermi level has cancelled. The n+ slope at 100 K changes from $-0.73$ to $-0.66$ mV/K. Formula (4) was tested against numerical integration at both temperatures.

The result cannot be continued to absolute zero. Because $\sqrt{N_cN_v}\propto T^{3/2}$, it would fall to $N_A$ at $300\,e^{-2\Lambda(300\,\mathrm K)/3}\approx8$ K in this example. The surface electron density at threshold would then be comparable with the band density of states, and Boltzmann statistics would fail. Fermi statistics are needed before that point, and band tails or impurity bands would require a further change of model. A threshold extracted at constant drain current is also a different quantity, since the current depends on mobility as well as on electrostatics.

## Calculated quantities

```
Gap law: Eg0 1.20 eV, alpha 5.0e-04 eV/K, beta 600 K
Masses 1.1, 0.8 m0; eps_r body 12, oxide 4
NA 1.0e+17 cm^-3, oxide 10 nm, T 300 K
k/q = 0.08617 mV/K; kT/q = 25.852 mV
Eg = 1.1500 eV; dEg/dT = -0.2778 meV/K
Nc = 2.8951e+19 cm^-3
Nv = 1.7956e+19 cm^-3
ni = 4.9930e+09 cm^-3; dln(ni)/dT = 0.08451 1/K
ln(sqrt(Nc Nv)/NA) = 5.4293
phiF = 0.4346 V; Wd = 107.38 nm
Cox = 0.3542 uF/cm^2
Cd = 0.0990 uF/cm^2; m = 1.2794
Charge term |Qs|/Cox = 0.4857 V
Surface field: ODE 0.161914, formula 0.161914 MV/cm
Parts of dphiF/dT (mV/K):
  phiF/T 1.4488; -3k/2q -0.1293
  -Eg/2T -1.9167; Eg'/2 -0.1389
  sum dphiF/dT = -0.7360
Charge-term slope = -0.4113 mV/K
Bulk part (2m-1)dphiF/dT = -1.1473 mV/K
n+ gate: G = -0.5812 V, VT = 0.3392 V
  dG/dT = 0.1183, dVT/dT = -1.0290 mV/K
  finite difference dVT/dT = -1.0290 mV/K
  flat-band slope dG/dT-dphiF/dT = 0.8543 mV/K
  net bandgap part of dVT/dT = -0.0776 mV/K
p+ gate: G = 0.5688 V, VT = 1.4892 V
  dG/dT = -0.1595, dVT/dT = -1.3068 mV/K
  finite difference dVT/dT = -1.3068 mV/K
  flat-band slope dG/dT-dphiF/dT = 0.5765 mV/K
  net bandgap part of dVT/dT = -0.3554 mV/K
n+ gate against temperature: T (K), VT (V), dVT/dT (mV/K)
  200  0.4361  -0.9046
  300  0.3392  -1.0290
  400  0.2306  -1.1440
n+ gate, 300 K: NA (cm^-3), oxide (nm), m, dphiF/dT, dVT/dT (mV/K)
  1e+16  2  1.0190  -0.9344  -0.8517
  1e+16  10  1.0951  -0.9344  -0.9939
  1e+17  2  1.0559  -0.7360  -0.7000
  1e+17  10  1.2794  -0.7360  -1.0290
  1e+18  2  1.1657  -0.5376  -0.5975
  1e+18  10  1.8286  -0.5376  -1.3102
Freeze-out, n+ gate: acceptor level 0.05 eV, degeneracy 4
  T (K), ionized fraction, VT shift (mV), slope full / partial (mV/K)
  300  0.8805  -0.976  -1.0290 / -1.0232
  100  0.1490  -6.285  -0.7315 / -0.6648
Largest test deviations: VT 4.4e-16 V, slope 1.1e-10 V/K
```
